# Stress left at a blocked line end after the current stops

## Problem

A long, straight copper interconnect line occupies $x\ge 0$. Its end at $x=0$ is blocked: no atoms pass through it. Electrons flow towards $+x$ and push atoms away from the end, which goes into tension. The current is switched on at $t=0$ and off at $t=t_0$, with the temperature held fixed.

What fraction of the peak current-induced stress remains at the end at $t=2t_0$, counted from switch-on?

Take $T=573$ K, current density $j=1$ MA/cm², resistivity $\rho=4$ µΩ cm, effective charge magnitude $Z=1$, atomic volume $\Omega=0.0118$ nm³, effective modulus $B=30$ GPa, effective atomic diffusivity $D=10^{-12}$ cm²/s and $t_0=2$ h. Find the two stresses as well.

**Model.** Tensile stress $\sigma$ is positive, and $\sigma$ denotes the current-induced part, zero at $t=0$. An atom in the line has chemical potential $\mu_0-\Omega\sigma$, so a stress gradient exerts the force $+\Omega\,\partial\sigma/\partial x$ on it. The electron wind adds $F=eZ\rho j$, with $e$ the elementary charge. With $1/\Omega$ atoms per volume and mobility $D/kT$, the atom flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

Atoms are conserved, $\partial C/\partial t=-\partial J/\partial x$, and their loss raises the tension by $d\sigma=-B\,dC/C$. With $C\approx1/\Omega$, this gives $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$, or

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT},\qquad G=\frac{F}{\Omega}.$$

Here $\kappa$ is constant, and $G$ is replaced by zero when the current is off. The condition $J(0,t)=0$ means $\partial\sigma/\partial x=-G$ at the end with current on, and $\partial\sigma/\partial x=0$ with current off.

## A tempting solution

While the current flows, the end stress grows as

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}},\qquad t\le t_0 .$$

This law is correct and is derived below. The argument then continues: "Switching the current off is the same as adding an equal and opposite current. The added current produces a stress that grows by the same law, with the clock started at $t_0$ and the sign reversed. Subtract it from the stress already present:

$$\sigma(0,t)=2G\sqrt{\frac{\kappa}{\pi}}\left[\sqrt{t_0}-\sqrt{t-t_0}\right].$$

At $t=2t_0$ the bracket vanishes. The stress needs as long to disappear as it took to build up, so nothing remains."

## Where it fails

Adding an opposite current is legitimate, because the equation is linear. But the opposite current cancels the original one only if the original one is kept running. The quantity from which we must subtract is therefore the stress that the original current would have produced by time $t$, proportional to $\sqrt t$. The argument froze it at its value at $t_0$.

The error is easy to miss at first. Put $t=t_0(1+\varepsilon)$ and divide by the peak stress. The tempting formula gives $1-\sqrt\varepsilon$. The correct one gives

$$\sqrt{1+\varepsilon}-\sqrt\varepsilon = 1-\sqrt\varepsilon+\frac{\varepsilon}{2}+\dots$$

Both start with the same steep fall. The omitted part is $\sqrt{1+\varepsilon}-1$, which is small for small $\varepsilon$ but makes up the whole answer at $\varepsilon=1$.

## Correct solution

**Current on.** Let $g=\partial\sigma/\partial x$. Since $\kappa$ and $G$ are uniform, differentiating the stress equation gives $\partial g/\partial t=\kappa\,\partial^2g/\partial x^2$. The end value is fixed at $g=-G$, and $g=0$ initially and far away. These conditions contain no length, so try $g=f(y)$ with $y=x/(2\sqrt{\kappa t})$. Then

$$\frac{\partial g}{\partial t}=-\frac{y}{2t}f',\qquad \kappa\frac{\partial^2 g}{\partial x^2}=\frac{1}{4t}f'',$$

so $f''=-2yf'$ and $f'\propto e^{-y^2}$. Integrating with $f(0)=-G$ and $f(\infty)=0$ gives

$$\frac{\partial\sigma}{\partial x}=-G\,\mathrm{erfc}\,y .$$

The stress vanishes far away. Calling the solution $S(x,t)$ and integrating from $x$ to infinity, with $dx=2\sqrt{\kappa t}\,du$, we have

$$S(x,t)=2G\sqrt{\kappa t}\int_y^\infty \mathrm{erfc}\,u\,du .$$

Integration by parts, using $d(\mathrm{erfc}\,u)/du=-(2/\sqrt\pi)e^{-u^2}$, gives

$$\int_y^\infty\mathrm{erfc}\,u\,du=-y\,\mathrm{erfc}\,y+\frac{2}{\sqrt\pi}\int_y^\infty u\,e^{-u^2}du=\frac{e^{-y^2}}{\sqrt\pi}-y\,\mathrm{erfc}\,y .$$

Since $2y\sqrt{\kappa t}=x$,

$$S(x,t)=G\left[2\sqrt{\frac{\kappa t}{\pi}}\,e^{-x^2/4\kappa t}-x\,\mathrm{erfc}\frac{x}{2\sqrt{\kappa t}}\right].$$

At $x=0$ this is the square-root growth law.

**Current off.** For $t>t_0$ take

$$\sigma(x,t)=S(x,t)-S(x,t-t_0).$$

Each term obeys the diffusion equation, so the difference does too. At the end the gradients add to $-G+G=0$, as blocking without current requires. The second term starts from zero at $t_0$, so the stress is continuous there. Hence

$$\sigma(0,t)=2G\sqrt{\frac{\kappa}{\pi}}\left[\sqrt t-\sqrt{t-t_0}\right],\qquad t>t_0 .$$

**The peak.** We must confirm that the largest stress is the end stress at $t_0$. With current on, $\partial\sigma/\partial x=-G\,\mathrm{erfc}\,y<0$. With current off,

$$\frac{\partial\sigma}{\partial x}=-G\left[\mathrm{erfc}\frac{x}{2\sqrt{\kappa t}}-\mathrm{erfc}\frac{x}{2\sqrt{\kappa(t-t_0)}}\right].$$

The first argument is smaller than the second for $x>0$, and erfc decreases, so the bracket is positive. At every time, then, the stress is largest at the end. There it rises until $t_0$, and afterwards its rate is proportional to $1/\sqrt t-1/\sqrt{t-t_0}<0$. The peak is $\sigma_p=2G\sqrt{\kappa t_0/\pi}$.

**The fraction.** Dividing by $\sigma_p$ gives

$$\varphi(t)=\sqrt{\frac{t}{t_0}}-\sqrt{\frac{t}{t_0}-1},\qquad \varphi(2t_0)=\sqrt2-1=0.414 .$$

About 41 percent remains. Both $G$ and $\kappa$ have cancelled, so within this model the fraction does not depend on the metal or the current density.

## Why the stress lingers

Integrate the stress equation over the line. With current on, the bracket $\kappa(\partial\sigma/\partial x+G)$ is zero at the end and $\kappa G$ far away, so $\int\sigma\,dx$ grows at the rate $\kappa G$. With current off, the bracket is zero at both limits. Thereafter

$$\int_0^\infty\sigma\,dx=\kappa Gt_0 .$$

The missing metal is not replaced after switch-off. Its deficit spreads along the line, and the end stress falls because the same integral covers a greater length.

To find how long a given recovery takes, multiply $\varphi=\sqrt u-\sqrt{u-1}$, with $u=t/t_0$, by $\sqrt u+\sqrt{u-1}$. The product is 1, so the sum of the roots is $1/\varphi$. Adding the two relations gives $2\sqrt u=\varphi+1/\varphi$, and

$$\frac{t}{t_0}=\left(\frac{1+\varphi^2}{2\varphi}\right)^2 .$$

Half the peak is reached at $1.56\,t_0$, but one tenth is reached only at $25.5\,t_0$. At late times $\varphi=1/(\sqrt u+\sqrt{u-1})\approx\tfrac12\sqrt{t_0/t}$, a slow decay.

## Numbers for the copper line

The wind force is

$$F=(1.602\times10^{-19}\ \mathrm C)(4\times10^{-8}\ \Omega\,\mathrm m)(10^{10}\ \mathrm{A/m^2})=6.41\times10^{-17}\ \mathrm N .$$

Dividing by $\Omega=1.18\times10^{-29}$ m³ gives $G=5.43$ MPa/µm. The stress diffusivity is $\kappa=4.475\times10^{-15}$ m²/s, so $\sqrt{\kappa t_0}=5.68$ µm. Therefore

$$\sigma_p=\frac{2(5.43)(5.68)}{\sqrt\pi}\ \mathrm{MPa}\approx34.8\ \mathrm{MPa},\qquad \sigma(0,2t_0)=0.414\,\sigma_p\approx14.4\ \mathrm{MPa}.$$

The spreading is visible inside the line. Between $t_0$ and $2t_0$ the stress at 5 µm falls from 14.2 to 12.6 MPa, while at 10 µm it rises from 4.45 to 8.37 MPa. The conserved integral, 175 Pa m, divided by $B$ corresponds to a missing metal thickness of 5.8 nm.

As a test, the transport equation was solved directly on 801 grid points for a 100 µm line blocked at both ends. The remaining fraction was 0.41424, against 0.41421 from the formula.

## When 41 percent is not the answer

**A short line.** The derivation needs a length much greater than $\sqrt{\kappa t}$. If both ends are blocked, no atoms leave the line and $\int\sigma\,dx$ stays zero: tension at one end is matched by compression at the other. After switch-off the two cancel by diffusion. For a 10 µm line with the other parameters unchanged, the end stress is 26.2 MPa at $t_0$, and 3.3 percent of it remains at $2t_0$.

**A temperature change at switch-off.** Suppose $\kappa$ becomes $r\kappa$ when the current stops. Use $\theta=\int\kappa\,dt$ as the clock; the equation then has unit diffusivity. Switch-off occurs at $\theta_0=\kappa t_0$, and $t=2t_0$ corresponds to $\theta=(1+r)\kappa t_0$. Replacing $\kappa t$ by $\theta$ in the solution gives

$$\varphi(2t_0)=\sqrt{1+r}-\sqrt r .$$

For $r=1$ this returns $\sqrt2-1$; for $r\to0$ the stress is frozen in. With an activation energy of 0.9 eV, cooling the line to 378 K at switch-off gives $r=1.25\times10^{-4}$ and leaves 99 percent. That cooling also adds thermal stress. An elastic estimate, $3\Delta\alpha B\Delta T$ with an expansion mismatch $\Delta\alpha$ of 14 ppm/K, gives about 250 MPa of tension, far more than the electromigration part.

**A real copper line.** The parameters are rough values for an accelerated test. A modulus of 30 GPa suits a line in a stiff dielectric such as silica; in a soft low-permittivity dielectric $B$ is lower by a factor of two or more, which lowers the peak as $\sqrt B$ and the thermal stress estimates in proportion to $B$. The diffusivity is the least certain; it changes the peak as $\sqrt D$ but leaves the fraction alone while the line remains long. Real lines break several assumptions:

- Tension raises the diffusivity. With the factor $\exp(\Omega\sigma/kT)$ included in the direct solution, the fraction becomes 0.411.
- The current heats the line. For a line 200 nm high over 0.5 µm of dielectric with conductivity 0.3 W/(m K), letting all heat flow straight down bounds the rise at 1.3 K; closely spaced lines approach this bound, while for an isolated line sideways spreading makes the rise about ten times smaller. Cooling by the full 1.3 K at switch-off gives a fraction of 0.420. It also restores the thermal tension, at most about 2 MPa, that the heating removed at switch-on; while the current flows, the total stress is lower by this amount.
- A uniform thermal preload does not relax by this diffusion. With 20 MPa of preload, the total stress at $2t_0$ is $(20+14.4)/(20+34.8)=63$ percent of its peak at constant $D$, and 62 percent with the stress-dependent $D$ above.

A void would relieve the end stress and invalidate the solution. Estimating the opening stress of a round unbonded flaw of radius $R$ as $2\gamma/R$, with surface energy $\gamma=1.7$ J/m², the peak plus this preload opens flaws of radius 62 nm or more. Such a flaw is too wide for the top or bottom face of a line 100 nm wide, but it would fit on a sidewall 200 nm high. A long, strip-shaped flaw is easier to open: its surface curves in only one direction, so the stress needed is $\gamma/R$, with $R$ now the half-width. A strip 62 nm wide would then be enough, and it fits on any of these faces. Both estimates assume that the void edge stays pinned at the rim of the flaw until the surface meets the wall at 90°. If the edge can spread along the wall at a smaller angle $\alpha$, each stress is multiplied by $\sin\alpha$; at 45° a round flaw of radius 44 nm opens, and it fits on the 100 nm face. The no-void assumption therefore requires good bonding on all of them, and larger preloads or longer pulses make smaller flaws dangerous.

## Table of computed values

```
Temperature: 573 K
Current density: 1 MA/cm2
Resistivity: 4 uohm cm
Effective charge magnitude Z: 1
Atomic volume: 0.0118 nm3
Effective modulus B: 30 GPa
Atomic diffusivity D: 1e-12 cm2/s
Current-on time t0: 2 h
Line length: 100 um
Wind force: 6.409e-17 N
Driving gradient G: 5.431 MPa/um
Stress diffusivity kappa: 4.475e-15 m2/s
Length sqrt(kappa t0): 5.676 um
Peak end stress at t0: 34.79 MPa
End stress at 2 t0: 14.41 MPa
Fraction at 2 t0, formula: 0.41421
Fraction at 2 t0, direct solution: 0.41424
Fraction at 1.25 t0: 0.6180
Fraction at 6.0 t0: 0.2134
Time from switch-on to fraction 0.5: 1.5625 t0
Time from switch-on to fraction 0.1: 25.5025 t0
Stress at x = 5 um, t0: 14.167 MPa
Stress at x = 5 um, 2 t0: 12.566 MPa
Stress at x = 10 um, t0: 4.450 MPa
Stress at x = 10 um, 2 t0: 8.374 MPa
Stress at x = 20 um, t0: 0.179 MPa
Stress at x = 20 um, 2 t0: 1.758 MPa
Stress integral kappa G t0: 175 Pa m
Missing metal thickness at the end: 5.833 nm
Omega*peak/(kT): 0.0519
Peak with stress-dependent D: 34.94 MPa
Fraction with stress-dependent D: 0.4106
Line width: 100 nm
Line height: 200 nm
Dielectric thickness below line: 0.5 um
Dielectric heat conductivity: 0.3 W/(m K)
Joule heating, upper bound: 1.333 K
Activation energy: 0.9 eV
kappa ratio off/on from that heating: 0.9606
Fraction with that heating: 0.4201
Expansion mismatch: 14 ppm/K
Thermal stress of that heating, estimate: 1.680 MPa
Thermal preload: 20 MPa
Fraction of total stress with preload: 0.6281
Surface energy: 1.7 J/m2
Flaw radius opened by peak plus preload: 62.06 nm
Short line length: 10 um
Short line: end stress at t0: 26.24 MPa
Short line: fraction at 2 t0: 0.0334
Use temperature: 378 K
kappa ratio use/test temperature: 1.250e-04
Fraction if cooled to use temperature: 0.9889
Thermal stress of that cooling, estimate: 245.7 MPa
```
